# Electron Confinement Energy in a Tin Dioxide Nanoparticle

**Question.** A tin dioxide particle in a metal-oxide resist has a radius of 1.5 nm. By how much does confinement raise the lowest level of an extra electron above the conduction-band edge of the bulk oxide, and how does this energy change with the size of the particle?

**Answer.** The simplest model that gives a number treats the particle as a sphere of radius $R$ with impenetrable walls. Inside, the electron moves with the effective mass $m=0.3\,m_e$, the same in all directions, where $m_e$ is the free-electron mass. Energies are counted from the bulk conduction-band edge. The result is the kinetic energy of one electron. It is not the shift of the optical gap, which also involves the hole and its attraction to the electron.

### The lowest state

The slowly varying envelope $\psi$ of the electron wave function obeys

$$-\frac{\hbar^2}{2m}\nabla^2\psi=E\psi\quad(r<R),\qquad \psi(R)=0 .$$

A state of angular momentum $l$ has the additional radial energy $\hbar^2l(l+1)/(2mr^2)$, which is never negative. For any given radial function the energy therefore rises with $l$, and the ground state has $l=0$. It depends on $r$ alone.

Write $\psi=u(r)/r$. Then $r^2\psi'=ru'-u$, and

$$\nabla^2\psi=\frac{1}{r^2}\frac{d}{dr}\left(r^2\psi'\right)=\frac{1}{r^2}\left(u'+ru''-u'\right)=\frac{u''}{r}.$$

The envelope equation becomes $u''=-k^2u$ with $E=\hbar^2k^2/(2m)$. Its solutions are sines and cosines. A cosine would make $\psi$ behave as $1/r$ at the centre. The kinetic energy would then contain $\int|\psi'|^2r^2dr\sim\int dr/r^2$, which diverges at $r=0$. This leaves $u=A\sin kr$.

The wall requires $\sin kR=0$, so $kR=n\pi$. The value $n=0$ makes $u$ vanish everywhere and describes no electron. The lowest state has $k=\pi/R$, and

$$E_0=\frac{\hbar^2\pi^2}{2mR^2}.$$

With $\hbar^2/(2m_e)=0.03810$ eV nm²,

$$E_0=\frac{0.03810\times9.8696}{0.3\times(1.5)^2}\ \text{eV}
=\frac{0.3760}{0.675}\ \text{eV}\approx0.56\ \text{eV},$$

or $8.9\times10^{-20}$ J.

The size of the factor $\pi^2$ can be understood without solving the equation. With $x=r/R$, the trial function $1-x^2$ vanishes at the wall and gives the energy $\lambda\hbar^2/(2mR^2)$, where

$$\lambda=\frac{\int_0^1(2x)^2x^2dx}{\int_0^1(1-x^2)^2x^2dx}
=\frac{4/5}{1/3-2/5+1/7}=\frac{4/5}{8/105}=\frac{21}{2}.$$

By the variational principle this is an upper bound on the ground-state value. It lies 6.4% above $\pi^2$ and corresponds to 0.59 eV.

### Scaling with size and mass

The energy varies as $1/(mR^2)$. At fixed mass, a small change of radius gives

$$\frac{\delta E_0}{E_0}\approx-2\frac{\delta R}{R}.$$

The full formula gives 0.64 eV at 1.4 nm and 0.49 eV at 1.6 nm. A spread of only 0.1 nm in radius thus moves the level by 12 to 15% of its value at 1.5 nm.

The next level shows whether heat matters. Differentiating the spherical solution $\sin(kr)/(kr)$ with respect to $z$ gives another solution of the same equation, because the derivative commutes with $\nabla^2$. This solution has $l=1$, and its radial part is $\cos x/x-\sin x/x^2$, now with $x=kr$. It vanishes at the wall when $\tan x=x$ at $x=kR$, whose first positive root is 4.493. The energy is

$$E_1=\frac{0.03810\times(4.493)^2}{0.675}\ \text{eV}\approx1.14\ \text{eV}.$$

The second $l=0$ state, at $kR=2\pi$, and all states with $l\ge2$ lie higher. The spacing is therefore $E_1-E_0=0.58$ eV, compared with a thermal energy $k_BT$ of 0.026 eV at 300 K and 0.034 eV at 400 K. The upper level has three orbital states, so its equilibrium population relative to the ground level is $3\exp[-(E_1-E_0)/k_BT]$. This is about $5\times10^{-10}$ at 300 K and $10^{-7}$ at 400 K. An electron in thermal equilibrium within this model is almost entirely in the ground level at both temperatures.

### Walls of finite height

A real surface lets the wave function leak out. Let the potential outside be $V$ above the band edge inside, and let the mass outside be $m_o$. For a bound state, the outer solution is $u=Be^{-\kappa r}$, with

$$\kappa=\frac{\sqrt{2m_o(V-E)}}{\hbar}.$$

At the surface, $\psi$ and $\psi'/m$ are continuous. The second condition makes the probability current continuous when the mass changes. Since $\psi'/\psi=u'/u-1/r$, the two conditions together give

$$\frac{1}{m}\left(k\cot kR-\frac1R\right)=\frac{1}{m_o}\left(-\kappa-\frac1R\right).$$

Multiplication by $mR$ leads to

$$kR\cot kR=1-\frac{m}{m_o}(1+\kappa R).$$

Take $m_o=m_e$ and a rough barrier of 4 eV. Solving this equation numerically for its lowest root gives 0.36 eV, which is 0.19 eV, or 35%, below the hard-wall value. Barriers of 3 and 5 eV give 0.34 and 0.38 eV, with the other inputs fixed. The outside mass is also an assumption, and it matters more: with $m_o=0.3\,m_e$ the 4 eV barrier gives 0.44 eV, a reduction of only 0.11 eV.

The sign of the shift follows from the variational principle. The hard-wall state, continued as zero outside, is an allowed trial state for the finite wall and has energy $E_0$. The true ground state of the finite well cannot lie above it.

The size of the shift follows from the matching equation. When $(m/m_o)\kappa R$ is large, the right side is approximately $-R/L$, with

$$L=\frac{m_o}{m\kappa}.$$

Set $kR=\pi-\delta$ with small $\delta$. Then $kR\cot kR\approx-\pi/\delta$, so $\delta\approx\pi L/R$ and

$$E\approx E_0\left(1-\frac{2L}{R}\right).$$

To leading order the wall acts as if it stood a distance $L$ farther out. For the 4 eV barrier the outside amplitude decays over $1/\kappa=0.102$ nm, but the mass ratio enlarges this to $L=0.102/0.3\approx0.34$ nm. The leading formula then predicts a reduction of about 45%, against 35% from the full equation. With $L/R\approx0.23$, terms of second order in $L/R$ are not small. The unexpanded shifted-wall form $E_0/(1+L/R)^2$ gives 34%, and at $R=3$ nm the linear formula gives 22% against 20% from the full equation. For larger particles with the same barrier, the correction to the energy falls as $1/R^3$, faster than $E_0$ itself.

### Band shape and direction

A parabolic band is an approximation near the band edge. Its error can be sized with a second band lying $E_g$ below, coupled to the first by a term $Pk$. With $F=\hbar^2k^2/(2m_e)$, the energies are the eigenvalues of

$$\begin{pmatrix}F&Pk\\Pk&F-E_g\end{pmatrix}.$$

For $\varepsilon=E-F$ the determinant condition is $\varepsilon(\varepsilon+E_g)=P^2k^2$. At small $k$, $\varepsilon\approx P^2k^2/E_g$. The band-edge mass therefore fixes

$$\frac{P^2k^2}{E_g}=\frac{\hbar^2k^2}{2m}-F\equiv C .$$

The upper root is

$$E=F+\frac{E_g}{2}\left(\sqrt{1+\frac{4C}{E_g}}-1\right).$$

At $k=\pi/R$, $F=0.167$ eV and $C=0.557-0.167=0.390$ eV. Setting $E_g$ to the rough gap of 3.6 eV gives $E=0.52$ eV, a reduction of about 0.035 eV. For tin dioxide the fundamental gap is not the separation that belongs in this model. The highest valence state and the conduction-band edge have the same parity, so the linear coupling between them vanishes, and the bands that do couple lie deeper. With an illustrative $E_g=5$ eV the reduction is 0.026 eV. Both figures describe the two-band model only. It leaves out all other bands, so neither figure is a bound on the nonparabolicity of the real conduction band, which needs a band-structure calculation or a measurement. Expanding the square root gives the leading shift $-C^2/E_g$, which scales as $1/R^4$ and is smaller if the coupled band lies deeper.

The mass also depends on direction. Rough values for tin dioxide are $0.30\,m_e$ perpendicular to the crystal axis and $0.23\,m_e$ along it. In a spherical state each direction carries one third of $\langle p^2\rangle$, so to first order

$$\frac{1}{m}\rightarrow\frac13\left(\frac{2}{m_\perp}+\frac{1}{m_\parallel}\right)
=\frac{3.67}{m_e}.$$

This corresponds to a mass of $0.27\,m_e$ and an energy of 0.61 eV. A variational calculation with polynomials multiplied by $1-r^2/R^2$, which lets the state change shape, gives the same value to two digits. The increase of 0.06 eV comes mainly from the smaller average mass. It should not be added if 0.3 is already meant as the directional average.

### The charged surface

An extra electron also polarizes the boundary between the oxide, of relative permittivity $\epsilon_i$, and its surroundings, of permittivity $\epsilon_o$. Place the electron at $r=sR$ and expand the potential in multipoles. In units of the electron's charge divided by $4\pi\varepsilon_0R$, and with $t=r/R$, the coefficient of the Legendre polynomial $P_l$ is

$$\frac{s^l}{\epsilon_i t^{l+1}}+A_lt^l\quad(s<t<1),\qquad
\frac{B_l}{t^{l+1}}\quad(t>1).$$

Continuity of the potential at $t=1$ gives $B_l=s^l/\epsilon_i+A_l$. Continuity of the normal displacement gives

$$-(l+1)s^l+l\epsilon_iA_l=-(l+1)\epsilon_oB_l .$$

Eliminating $B_l$,

$$A_l=\frac{(l+1)(\epsilon_i-\epsilon_o)}{\epsilon_i[l\epsilon_i+(l+1)\epsilon_o]}\,s^l .$$

The electron's energy in the field it has induced carries a factor one half, because that field grows in proportion to the charge:

$$U=\frac{e^2}{8\pi\varepsilon_0R}\sum_{l=0}^{\infty}\langle A_ls^l\rangle .$$

The average uses the hard-wall probability density $2\sin^2(\pi s)$ for $s$ between 0 and 1. With rough permittivities of 10 inside and 2.5 outside, the $l=0$ term is

$$0.48\ \text{eV}\times\left(\frac{1}{2.5}-\frac{1}{10}\right)=0.14\ \text{eV}.$$

Numerical integration and summation of the multipoles give $U=0.17$ eV. The result depends strongly on the permittivities. The value 10 includes the slow response of the lattice; if only the electrons of the oxide respond, with a permittivity near 4, $U$ falls to 0.09 eV. With 10 inside and 1.5 outside it rises to 0.30 eV. The energy $U$ is a charging energy, to be added to the kinetic energy when the position of the electron level is wanted.

At fixed permittivities $U$ varies as $1/R$, while $E_0$ varies as $1/R^2$. Their ratio $U/E_0$ is 0.30 at 1.5 nm and grows in proportion to $R$. With permittivities of 10 and 2.5 the two energies would be equal near $1.5/0.30\approx5$ nm, and in larger particles the model makes charging the larger contribution. The other permittivities tried above move this radius to about 9 nm and 3 nm, respectively.

### What the estimate means for a real particle

At a rough density of 7 g/cm³, the particle's volume of 14.1 nm³ holds about 400 SnO₂ units. With a rough lattice spacing $a=0.47$ nm, the ground-state wave number is $a/R=0.31$ of the zone-boundary value $\pi/a$. An envelope description is plausible at this size but not precise. It loses its basis for molecular tin-oxo clusters with about a dozen tin atoms, where the formula should not be used.

The hard wall and the neglect of surface polarization are the assumptions with the largest effects among those sized here. Compared with a 4 eV barrier, the hard wall places the level 0.19 eV too high if the outside mass is $m_e$, and 0.11 eV too high if it is $0.3\,m_e$. Surface polarization moves the total level up by 0.09 to 0.30 eV for the permittivities tried, so how far the two effects compensate depends on the surroundings and on $R$. The separate shifts should not simply be added, because leakage changes both the wave number and the charge density used for the other estimates. Surface defects, ligands and departures from a spherical shape are also left out. The value 0.56 eV is thus the answer for the stated well, and for a real particle it sets a scale of several tenths of an electronvolt.
